**Classical quasiharmonic grain-boundary free energy from frequency ratios**

At equal atom number the boundary free energy is \(\gamma=[\Delta U+k_BT\sum\ln(\omega^{gb}/\omega^{b})]/A\), where \(\Delta U\) is the static excess energy, \(\omega^{gb}\) and \(\omega^{b}\) are the bicrystal and perfect-crystal frequencies, and \(A\) is the total boundary area. Its initial slope is \(k_B\sum\ln(\omega^{gb}/\omega^{b})/A+2\alpha(\tau-\gamma)\), with \(\alpha\) the linear expansion coefficient and \(\tau\) the mean lateral interface stress. The program relaxes a Σ5(210) boundary in a model Morse crystal and asserts that this slope agrees with direct free-energy minimization at 20 and 40 K. It also asserts that the frequency-ratio sum agrees with an integral of equilibrium averages between the two harmonic systems. Further assertions cover the leading quantum correction, the \(T\ln T\) error from unequal mode counts, and the \(T^2\) onset of anharmonicity in one dimension. The output gives a slope of −174.95 nanohartree/bohr²/K, of which −3.16 comes from the stress term. At 300 K the full quasiharmonic value is 1.724 J/m², and the straight line differs from it by 0.3% of the thermal drop.

## Program and output

```python
"""
Classical quasiharmonic free energy of a grain boundary at equal atom number.
Result under test:
  gamma(T) = [U_gb - U_b + kT * sum ln(omega_gb/omega_b)] / A
  dgamma/dT at T=0 = k*sum ln(omega_gb/omega_b)/A + 2*alpha*(tau-gamma)
U: static energy, omega: vibrational frequency, A: total boundary area,
alpha: linear bulk expansion coefficient, tau: mean lateral interface stress,
gb: bicrystal with two boundaries, b: perfect crystal with as many atoms.
Hartree atomic units; temperatures in kelvin. The crystal is a Morse model.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar

K_B = constants.physical_constants["kelvin-hartree relationship"][0]
HARTREE = constants.physical_constants["Hartree energy"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
TO_SI = HARTREE / BOHR**2
DEPTH, KAPPA, R_MIN, CUTOFF, MASS = 0.0125, 1.0, 5.0, 11.0, 1.0e5
ROOT5 = np.sqrt(5.0)
MESH = [(0, 0), (1, 0), (0, 1), (1, 1)]   # wavevectors in units of pi/period
AXES = np.arange(3)

r_sym = sp.symbols("r", positive=True)
morse = DEPTH * (sp.exp(-2*KAPPA*(r_sym-R_MIN)) - 2*sp.exp(-KAPPA*(r_sym-R_MIN)))
switch = (r_sym-CUTOFF)**4 / (1 + (r_sym-CUTOFF)**4)
phi = morse * switch
pair_potential = sp.lambdify(
    r_sym, [phi, sp.diff(phi, r_sym), sp.diff(phi, r_sym, 2)], "numpy", cse=True)


def crystal_planes(planes):
    """Two atoms per (210) plane; mirrored pattern for negative plane index.
    Coordinates in units of the lattice parameter."""
    atoms = []
    for plane in planes:
        p = abs(plane)
        for i in (0, 1):
            atoms.append([((i+p) % 2)/2, ((2*p-5*i) % 10)/(2*ROOT5),
                          plane/(2*ROOT5)])
    return np.array(atoms)


def find_pairs(pos, a, length):
    cell = np.array([a, ROOT5*a, length])
    delta = pos[:, None, :] - pos[None, :, :]
    fold = -np.round(delta/cell)
    delta = delta + fold*cell
    i, j = np.nonzero(np.abs(delta[:, :, 2]) < CUTOFF)
    delta, fold = delta[i, j], fold[i, j]
    images = np.array([[nx, ny, 0] for nx in range(-2, 3) for ny in (-1, 0, 1)])
    vec = delta[None, :, :] + (images*cell)[:, None, :]
    dist2 = np.einsum("abc,abc->ab", vec, vec)
    image, pair = np.nonzero((dist2 < CUTOFF**2) & (dist2 > 1e-8))
    shift = (fold[pair] + images[image]).astype(int)
    return i[pair], j[pair], vec[image, pair], np.sqrt(dist2[image, pair]), shift


def static_terms(pos, a, length):
    """Energy, gradient, diagonal strain derivatives, energy of each atom."""
    i, j, vec, dist, shift = find_pairs(pos, a, length)
    value, slope, _ = pair_potential(dist)
    force = (slope/dist)[:, None]*vec
    n = len(pos)
    grad = np.stack([np.bincount(i, force[:, c], n) for c in range(3)], axis=1)
    virial = 0.5*np.sum(force*vec, axis=0)
    return 0.5*value.sum(), grad, virial, 0.5*np.bincount(i, value, n)


def stiffness(pairs, n, k, pin=True):
    """Force-constant matrix at wavevector k; pin gives translations stiffness 1."""
    i, j, vec, dist, shift = pairs
    _, slope, curve = pair_potential(dist)
    unit = vec/dist[:, None]
    block = (curve-slope/dist)[:, None, None]*unit[:, :, None]*unit[:, None, :]
    block = block + (slope/dist)[:, None, None]*np.eye(3)
    sign = 1.0 - 2.0*((k[0]*shift[:, 0] + k[1]*shift[:, 1]) % 2)
    row = (3*i[:, None, None] + AXES[None, :, None])*(3*n)
    own = row + 3*i[:, None, None] + AXES[None, None, :]
    other = row + 3*j[:, None, None] + AXES[None, None, :]
    size = (3*n)**2
    mat = np.bincount(own.ravel(), block.ravel(), size)
    mat -= np.bincount(other.ravel(), (sign[:, None, None]*block).ravel(), size)
    mat = mat.reshape(3*n, 3*n)
    mat = 0.5*(mat + mat.T)
    if pin and k == (0, 0):
        mat += np.kron(np.ones((n, n))/n, np.eye(3))
    return mat


def log_frequency_sum(pos, a, length):
    """Mesh average of sum ln(omega*sqrt(mass)); fails if the state is unstable."""
    pairs = find_pairs(pos, a, length)
    total = 0.0
    for k in MESH:
        lower = np.linalg.cholesky(stiffness(pairs, len(pos), k))
        total += np.log(np.diag(lower)).sum()
    return total/len(MESH)


def relax(pos, a, length):
    pos = pos.copy()
    for _ in range(40):
        grad = static_terms(pos, a, length)[1]
        if np.abs(grad).max() < 1e-10:
            return pos
        mat = stiffness(find_pairs(pos, a, length), len(pos), (0, 0))
        step = -np.linalg.solve(mat, grad.ravel()).reshape(-1, 3)
        pos += step*min(1.0, 0.3/np.abs(step).max())
    raise np.linalg.LinAlgError("relaxation did not converge")


# ---- perfect crystal ----
bulk_unit = crystal_planes(range(40))
N_ATOMS = len(bulk_unit)


def bulk_length(a):
    return 20*a/ROOT5


def bulk_slope(a):
    return static_terms(bulk_unit*a, a, bulk_length(a))[2].sum()/a


def bulk_energy(a):
    return static_terms(bulk_unit*a, a, bulk_length(a))[0]


def bulk_logs(a):
    return log_frequency_sum(bulk_unit*a, a, bulk_length(a))


a0 = brentq(bulk_slope, 6.3, 7.3, xtol=1e-12)
bulk_logs0 = bulk_logs(a0)
U_bulk0 = bulk_energy(a0)
area0 = 2*ROOT5*a0**2

# ---- search for a stable boundary structure ----
gb_unit = crystal_planes(list(range(20)) + list(range(-1, -21, -1)))
rng = np.random.default_rng(7)
candidates = []
for tx, ty in [(0.0, 0.0), (0.25, 0.0), (0.0, 0.1), (0.25, 0.1), (0.5, 0.05)]:
    start = gb_unit*a0
    start[40:] += np.array([tx*a0, ty*ROOT5*a0, -0.8])
    start += 0.03*rng.standard_normal(start.shape)
    length_ref = bulk_length(a0) + 1.6

    def objective(x):
        stretch = 1 + x[-1]/length_ref
        pos = x[:-1].reshape(-1, 3)*np.array([1, 1, stretch])
        energy, grad, virial, _ = static_terms(pos, a0, length_ref*stretch)
        grad = grad*np.array([1, 1, stretch])
        return energy, np.append(grad.ravel(), virial[2]/stretch/length_ref)

    found = minimize(objective, np.append(start.ravel(), 0.0), jac=True,
                     method="L-BFGS-B",
                     options={"maxiter": 300, "gtol": 1e-7, "ftol": 1e-14})
    stretch = 1 + found.x[-1]/length_ref
    candidates.append((found.fun, found.x[:-1].reshape(-1, 3)
                       * np.array([1, 1, stretch]), length_ref*stretch))

reference = None
for energy, pos, length in sorted(candidates, key=lambda c: c[0]):
    try:
        pos = relax(pos, a0, length)
        log_frequency_sum(pos, a0, length)
        reference = (pos, length)
        break
    except np.linalg.LinAlgError:
        continue
assert reference is not None, "no stable boundary found"


def boundary_at(a, temperature):
    """Minimise the bicrystal free energy over the normal length at given a."""
    pos_ref, length_ref = reference
    centre = length_ref*a/a0

    def state(length):
        scale = np.array([a/a0, a/a0, length/length_ref])
        pos = relax(pos_ref*scale, a, length)
        energy = static_terms(pos, a, length)[0]
        logs = log_frequency_sum(pos, a, length) if temperature > 0 else 0.0
        return energy, logs, pos

    def free(length):
        energy, logs, _ = state(length)
        return energy + K_B*temperature*logs

    low, high = centre-0.2, centre+0.4
    best = minimize_scalar(free, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-4}).x
    assert low+0.002 < best < high-0.002
    return state(best) + (best,)


U_gb0, _, pos0, length0 = boundary_at(a0, 0.0)
reference = (pos0, length0)
gb_logs0 = log_frequency_sum(pos0, a0, length0)
_, _, virial0, atom_energy = static_terms(pos0, a0, length0)
gamma0 = (U_gb0-U_bulk0)/area0
tau0 = 0.5*(virial0[0]+virial0[1])/area0
near_first = np.abs(pos0[:, 2]-length0*np.round(pos0[:, 2]/length0)) < length0/4
site_excess = atom_energy - U_bulk0/N_ATOMS
gamma_first = site_excess[near_first].sum()/(area0/2)
gamma_second = site_excess[~near_first].sum()/(area0/2)
assert gamma0 > 0

# ---- initial slope from the derived formula ----
h = 0.005
bulk_curvature = (bulk_slope(a0+h)-bulk_slope(a0-h))/(2*h)
log_derivative = (bulk_logs(a0+h)-bulk_logs(a0-h))/(2*h)
alpha0 = -K_B*log_derivative/bulk_curvature/a0
slope_ratio = K_B*(gb_logs0-bulk_logs0)/area0
slope_stress = 2*alpha0*(tau0-gamma0)
slope_formula = slope_ratio+slope_stress


# ---- the same slope from direct free-energy minimisation ----
def thermal_boundary(temperature):
    # The omitted kT*ln(kT) terms are equal in both cells and independent of a.
    a = minimize_scalar(lambda x: bulk_energy(x)+K_B*temperature*bulk_logs(x),
                        bounds=(a0-0.02, a0+0.15), method="bounded",
                        options={"xatol": 1e-8}).x
    energy, logs, _, _ = boundary_at(a, temperature)
    area = 2*ROOT5*a**2
    static = (energy-bulk_energy(a))/area
    vibration = K_B*temperature*(logs-bulk_logs(a))/area
    return static+vibration, static, vibration, a


gamma20 = thermal_boundary(20.0)[0]
gamma40 = thermal_boundary(40.0)[0]
slope_direct = 2*(gamma20-gamma0)/20 - (gamma40-gamma0)/40
assert abs(slope_direct-slope_formula) < 0.01*(abs(slope_ratio)+abs(slope_stress))
gamma300, static300, vibration300, a300 = thermal_boundary(300.0)


# ---- frequency ratios against integration of equilibrium averages ----
def frequencies(pos, a, length):
    pairs = find_pairs(pos, a, length)
    result = []
    for k in MESH:
        values = np.linalg.eigvalsh(stiffness(pairs, len(pos), k, pin=False))
        if k == (0, 0):
            assert np.abs(values[:3]).max() < 1e-8
            values = values[3:]
        assert values.min() > 1e-7
        result.append(np.sqrt(values/MASS))
    return np.concatenate(result)


omega_gb = frequencies(pos0, a0, length0)
omega_bulk = frequencies(bulk_unit*a0, a0, bulk_length(a0))
assert len(omega_gb) == len(omega_bulk) == 3*N_ATOMS*len(MESH)-3
ratio_sum = np.log(omega_gb).sum()-np.log(omega_bulk).sum()
nodes, weights = np.polynomial.legendre.leggauss(80)
pairs_gb = find_pairs(pos0, a0, length0)
pairs_bulk = find_pairs(bulk_unit*a0, a0, bulk_length(a0))
coupling_sum, trace_difference = 0.0, 0.0
for k in MESH:
    k_bulk = stiffness(pairs_bulk, N_ATOMS, k)
    change = stiffness(pairs_gb, N_ATOMS, k)-k_bulk
    trace_difference += np.trace(change)
    for node, weight in zip(nodes, weights):
        covariance = np.linalg.inv(k_bulk+0.5*(node+1)*change)
        coupling_sum += 0.25*weight*np.sum(covariance*change)
assert abs(coupling_sum-ratio_sum) < 2e-3   # quadrature error of soft modes


# ---- explicit oscillator levels: quantum correction and unequal mode count ----
def level_free_energy(omega, kt):
    total = 0.0
    for x in omega/kt:
        levels = np.arange(int(40/x)+2)
        total -= kt*np.log(np.exp(-x*(levels+0.5)).sum())
    return total


kt = K_B*2000
quantum_shift = (level_free_energy(omega_gb, kt)-level_free_energy(omega_bulk, kt)
                 - kt*ratio_sum)
quantum_formula = trace_difference/(24*MASS*kt)
assert abs(quantum_shift-quantum_formula) < 0.02*abs(quantum_formula)

half_unit = crystal_planes(range(20))
omega_half = frequencies(half_unit*a0, a0, bulk_length(a0)/2)
missing = len(omega_gb)-2*len(omega_half)
drift_equal, drift_unequal = 0.0, 0.0
for temperature, sign in [(4000, -1), (8000, 1)]:   # formal high-T limit
    kt = K_B*temperature
    f_gb = level_free_energy(omega_gb, kt)/kt
    drift_equal += sign*(f_gb-level_free_energy(omega_bulk, kt)/kt)
    drift_unequal += sign*(f_gb-2*level_free_energy(omega_half, kt)/kt)
assert abs(drift_equal) < 0.05
assert abs(drift_unequal+missing*np.log(2)) < 0.05

kt = K_B*300
quantum300 = (level_free_energy(omega_gb, kt)-level_free_energy(omega_bulk, kt)
              - kt*ratio_sum)/(len(MESH)*area0)
zero_point = 0.5*(omega_gb.sum()-omega_bulk.sum())/(len(MESH)*area0)

# ---- anharmonic free energy starts at T squared ----
g3, g4, t = 0.2, 0.2, 5e-4
x = np.linspace(-0.5, 0.5, 20001)
weight = np.exp(-(0.5*x**2-g3*x**3+g4*x**4)/t)
anharmonic = -t*np.log(weight.sum()*(x[1]-x[0])/np.sqrt(2*np.pi*t))/t**2
anharmonic_formula = 3*g4-7.5*g3**2
assert abs(anharmonic-anharmonic_formula) < 0.01

micro, nano = 1e6, 1e9
print(f"Morse depth: {DEPTH:.4f} hartree")
print(f"Morse inverse range: {KAPPA:.2f} 1/bohr")
print(f"Morse minimum distance: {R_MIN:.2f} bohr")
print(f"cutoff distance: {CUTOFF:.2f} bohr")
print(f"atomic mass: {MASS:.0f} electron masses")
print(f"Boltzmann constant: {K_B:.6e} hartree/K")
print(f"atoms in each cell: {N_ATOMS}")
print(f"atoms in equivalent 2x2 cell: {N_ATOMS*len(MESH)}")
print(f"vibrations in equivalent cell: {len(omega_gb)}")
print(f"static lattice parameter: {a0:.5f} bohr")
print(f"total area of two boundaries, one cell: {area0:.3f} bohr^2")
print(f"excess length per boundary: {(length0-bulk_length(a0))/2:.4f} bohr")
print(f"static excess energy, one cell: {U_gb0-U_bulk0:.6f} hartree")
print(f"static gamma: {gamma0*micro:.3f} microhartree/bohr^2")
print(f"static gamma converted: {gamma0*TO_SI:.4f} J/m^2")
print(f"first boundary alone: {gamma_first*micro:.3f} microhartree/bohr^2")
print(f"second boundary alone: {gamma_second*micro:.3f} microhartree/bohr^2")
print(f"interface stress tau: {tau0*micro:.3f} microhartree/bohr^2")
print(f"sum ln frequency ratio, equivalent cell: {ratio_sum:.5f}")
print(f"same sum by coupling integration: {coupling_sum:.5f}")
print(f"sum ln frequency ratio, per one cell: {gb_logs0-bulk_logs0:.5f}")
print(f"expansion coefficient alpha: {alpha0*micro:.4f} 1e-6/K")
print(f"slope, frequency ratios: {slope_ratio*nano:.4f} nanohartree/bohr^2/K")
print(f"slope, stress term: {slope_stress*nano:.4f} nanohartree/bohr^2/K")
print(f"slope, formula total: {slope_formula*nano:.4f} nanohartree/bohr^2/K")
print(f"slope, direct minimisation: {slope_direct*nano:.4f} nanohartree/bohr^2/K")
print(f"slope total converted: {slope_formula*TO_SI*1e3:.5f} mJ/m^2/K")
print(f"lattice parameter at 300 K: {a300:.5f} bohr")
print(f"static part at 300 K: {static300*micro:.3f} microhartree/bohr^2")
print(f"vibrational part at 300 K: {vibration300*micro:.3f} microhartree/bohr^2")
print(f"gamma at 300 K: {gamma300*micro:.3f} microhartree/bohr^2")
print(f"gamma at 300 K converted: {gamma300*TO_SI:.4f} J/m^2")
print(f"straight line at 300 K: {(gamma0+300*slope_formula)*micro:.3f} "
      "microhartree/bohr^2")
print(f"fixed-geometry line at 300 K: {(gamma0+300*slope_ratio)*micro:.3f} "
      "microhartree/bohr^2")
print(f"quantum minus classical, 300 K, fixed geometry: {quantum300*micro:.4f} "
      "microhartree/bohr^2")
print(f"zero-point excess: {zero_point*micro:.4f} microhartree/bohr^2")
print(f"quantum shift at 2000 K, level sums: {quantum_shift*micro:.4f} microhartree")
print(f"quantum shift at 2000 K, formula: {quantum_formula*micro:.4f} microhartree")
print(f"unmatched modes with doubled half cell: {missing}")
print(f"change of F/kT on doubling T, equal count: {drift_equal:.5f}")
print(f"change of F/kT on doubling T, unequal count: {drift_unequal:.5f}")
print(f"anharmonic T^2 coefficient, integral: {anharmonic:.5f} (model units)")
print(f"anharmonic T^2 coefficient, formula: {anharmonic_formula:.5f} (model units)")
print("PASS")
```

Output:

```
Morse depth: 0.0125 hartree
Morse inverse range: 1.00 1/bohr
Morse minimum distance: 5.00 bohr
cutoff distance: 11.00 bohr
atomic mass: 100000 electron masses
Boltzmann constant: 3.166812e-06 hartree/K
atoms in each cell: 80
atoms in equivalent 2x2 cell: 320
vibrations in equivalent cell: 957
static lattice parameter: 6.81171 bohr
total area of two boundaries, one cell: 207.505 bohr^2
excess length per boundary: 0.8291 bohr
static excess energy, one cell: 0.240574 hartree
static gamma: 1159.367 microhartree/bohr^2
static gamma converted: 1.8050 J/m^2
first boundary alone: 1159.367 microhartree/bohr^2
second boundary alone: 1159.367 microhartree/bohr^2
interface stress tau: 1021.011 microhartree/bohr^2
sum ln frequency ratio, equivalent cell: -45.02694
same sum by coupling integration: -45.02694
sum ln frequency ratio, per one cell: -11.25674
expansion coefficient alpha: 11.4162 1e-6/K
slope, frequency ratios: -171.7937 nanohartree/bohr^2/K
slope, stress term: -3.1590 nanohartree/bohr^2/K
slope, formula total: -174.9527 nanohartree/bohr^2/K
slope, direct minimisation: -174.9531 nanohartree/bohr^2/K
slope total converted: -0.27238 mJ/m^2/K
lattice parameter at 300 K: 6.83594 bohr
static part at 300 K: 1157.520 microhartree/bohr^2
vibrational part at 300 K: -50.498 microhartree/bohr^2
gamma at 300 K: 1107.022 microhartree/bohr^2
gamma at 300 K converted: 1.7235 J/m^2
straight line at 300 K: 1106.881 microhartree/bohr^2
fixed-geometry line at 300 K: 1107.829 microhartree/bohr^2
quantum minus classical, 300 K, fixed geometry: -2.8375 microhartree/bohr^2
zero-point excess: -20.3810 microhartree/bohr^2
quantum shift at 2000 K, level sums: -356.4298 microhartree
quantum shift at 2000 K, formula: -356.4979 microhartree
unmatched modes with doubled half cell: 3
change of F/kT on doubling T, equal count: 0.01055
change of F/kT on doubling T, unequal count: -2.06889
anharmonic T^2 coefficient, integral: 0.30051 (model units)
anharmonic T^2 coefficient, formula: 0.30000 (model units)
PASS
```
